\section*{Bruggeman's two-thirds threshold does not prove that porous silicon disconnects}

\section{A wrong verdict on a sparse film}

A dried silicon film of 80\% porosity is found to carry current. If two-thirds porosity were the point at which silicon must fall apart, one would have to doubt the porosity measurement, or blame liquid left in the pores. Both conclusions can be wrong, because the film may be a set of unbroken silicon columns.

The belief at issue is this: Bruggeman's effective-medium model gives zero conductivity when the silicon fraction falls to one third, so silicon is disconnected above two-thirds porosity. The first half is correct for spherical inclusions and insulating pores. The second does not follow. It tempts because the model takes only the porosity and the two conductivities as input, so its threshold looks like a property of porosity alone. The shape of the inclusions has entered earlier, through the field inside them.

Let $p$ be the porosity, $f=1-p$ the silicon fraction and $s$ the conductivity of solid silicon. The effective conductivity $s_e$ is the mean current density divided by the mean field. Conduction is steady and ohmic.

\section{Where the one third comes from}

Place one inclusion of conductivity $s_i$ in a medium of conductivity $s_e$ with far field $E_0$. A sphere has dimension $D=3$; a long cylinder lying across the field has $D=2$. Write the potential as $-g(r)\cos\theta$. Laplace's equation becomes
\begin{equation}
g''+\frac{D-1}{r}g'-\frac{D-1}{r^2}g=0 .
\end{equation}
Inserting $g=r^n$ gives $(n-1)(n+D-1)=0$. Inside, regularity leaves $g=E_i r$, a uniform field. Outside, $g=E_0r+Br^{1-D}$. With $b=B/a^D$ at the surface $r=a$, continuity of potential and of normal current requires
\begin{align}
E_i&=E_0+b, & s_iE_i&=s_e\left[E_0-(D-1)b\right].
\end{align}
Substituting $b=E_i-E_0$ in the second equation gives $[s_i+(D-1)s_e]E_i=Ds_eE_0$, or
\begin{equation}
E_i=\frac{E_0}{1+L(s_i/s_e-1)},\qquad L=\frac1D .
\label{field}
\end{equation}
The depolarization factor $L$ is $1/3$ for a sphere and $1/2$ for a cylinder across the field. For a long cylinder along the field, continuity of the tangential field gives $E_i=E_0$, which is the case $L=0$.

Bruggeman's mean-field step gives silicon and pores the same shape and surrounds each inclusion by the effective medium. The mean current must equal $s_e$ times the mean field, so
\begin{equation}
\sum_i f_i(s_i-s_e)E_i=0 .
\label{self}
\end{equation}
For insulating pores, Eq.~(\ref{field}) gives a pore field $E_0/(1-L)$ and a silicon field $E_0s_e/[s_e+L(s-s_e)]$. Equation~(\ref{self}) is then
\begin{equation}
\frac{f(s-s_e)s_e}{s_e+L(s-s_e)}=\frac{(1-f)s_e}{1-L}.
\end{equation}
One root is $s_e=0$. For the other, divide by $s_e$ and clear the denominators:
\begin{align}
f(1-L)(s-s_e)&=(1-f)\left[Ls+(1-L)s_e\right],\\
s\left[f(1-L)-(1-f)L\right]&=(1-L)s_e\left[f+(1-f)\right].
\end{align}
The left bracket equals $f-L$, hence
\begin{equation}
\boxed{\frac{s_e}{s}=\frac{f-L}{1-L}\qquad(f>L).}
\label{brug}
\end{equation}
For $f<L$ this root is negative and the physical root is $s_e=0$. Spheres give $s_e=s(3f-1)/2$ and a threshold at $f=1/3$, the familiar two-thirds porosity. Cylinders along the field give $s_e=fs$ and no threshold at any positive $f$. The same averaging rule thus gives different thresholds for spheres and for infinitely long cylinders. The one third is the depolarization factor of a sphere. Equation~(\ref{brug}) with a fixed $L$ is derived only for these three cases. For aligned spheroids of finite length the effective medium is anisotropic, which changes the $L$ of each axis. A threshold needs $L=f$ on all three axes and the three factors sum to one, so the threshold stays at $f=1/3$ however long the spheroids are.

The root $s_e=0$ can be checked by giving the pores a small conductivity $s_p\ll s$. Below threshold $s_e$ is also small, and the silicon term in Eq.~(\ref{self}) tends to $fs_eE_0/L$. Dividing the whole equation by $s_eE_0$ gives
\begin{equation}
\frac fL=\frac{(1-f)(s_e-s_p)}{(1-L)s_e+Ls_p}.
\end{equation}
Cross-multiplication and collection of terms give $(L-f)s_e=Ls_p$, so
\begin{equation}
s_e\simeq\frac{L}{L-f}\,s_p\qquad(f<L),
\end{equation}
not too close to threshold. The conductivity vanishes with that of the pores: in this model no silicon path is left.

\section{Columns conduct at any positive fraction}

Now let straight, uniform silicon columns of height $H$ join two parallel plates at voltage difference $V$, with their axes perpendicular to the plates. A potential linear in height satisfies Laplace's equation, matches both plates and drives no current through the side walls. It is therefore the solution, whatever the shape of the cross-section. If silicon occupies the area $fA$ of a film of area $A$, the current is $I=s\,fA\,V/H$, and
\begin{equation}
s_e=\frac{IH}{AV}=fs .
\end{equation}
This needs no effective medium and holds for every $f>0$. Across the columns, separate columns offer no silicon path and $s_e=0$. For round columns on a square grid this lasts until neighbours touch, at $f=\pi/4$. The cylinder model for the transverse direction puts its threshold at $f=1/2$, so it too fails to locate the connection of this particular structure.

The columns must be unbroken. With insulating pores, a horizontal cut a few nanometres wide through all of them hardly changes $f$ but removes practically the whole current. If an ohmic liquid fills the cut, current can still cross it, so a current through a wet film does not prove that the columns are unbroken.

\section{The worked film}

Take columns of diameter $d=100$ nm at pitch $P=200$ nm, with $H=5\ \mu$m, at 300 K. The silicon fraction is
\begin{equation}
f=\frac{\pi d^2}{4P^2}=\frac{\pi(100)^2}{4(200)^2}=0.196,
\end{equation}
a porosity of 80.4\%. With acceptor density $N_A=5\times10^{18}$ cm$^{-3}$, all taken as ionized, and hole mobility $\mu=100$ cm$^2$/Vs, $s=qN_A\mu=80.1$ S/cm. Along the columns,
\begin{equation}
s_e=0.1963\times80.11=15.7\ \text{S/cm}.
\end{equation}
One column has resistance $H/(s\pi d^2/4)=79.5$ k$\Omega$. The film has resistance times area $H/s_e=3.18\times10^{-5}\ \Omega\,$cm$^2$.

The sphere formula would give $(3f-1)/2=-0.21$, so its physical prediction is zero. A three-dimensional numerical solution of the current flow, with the round columns drawn on a grid, gives $s_e/s=0.1964$ along the axis and zero across it.

Liquid in the pores does not rescue the sphere model. For a liquid of 0.1 S/cm, treated as an ohmic conductor, Bruggeman's equation for spheres gives 0.241 S/cm. In the column film the liquid adds $(1-f)s_p$, which is 0.5\% of the silicon current.

\section{Anisotropy is not the loophole}

One might reply that spheres describe an isotropic film and columns do not. Consider then a cubic skeleton: square bars of width $t$ times the period run along all three axes and cross at common nodes. Three bars contribute $3t^2$ to the volume fraction. Each node, of volume $t^3$, has been counted three times and should count once, so
\begin{equation}
f=3t^2-2t^3 .
\end{equation}
Cubic symmetry makes the conductivity the same in all directions.

Two bounds follow from the fact that the true potential minimizes the dissipated power $\int s|\nabla\phi|^2\,dV$ at fixed plate voltages. The linear potential is an allowed trial, so $s_e\le fs$. If the side arms are removed, the old potential remains an allowed trial on the remaining bars, with no greater power; removal therefore cannot raise the conductance. The straight bars alone give $t^2s$, and
\begin{equation}
t^2s\le s_e\le fs .
\end{equation}
For $t=0.3$ the porosity is 78.4\% and the bounds are $0.090$ and $0.216$ times $s$. The numerical solution gives $s_e/s=0.1014$, $0.1025$ and $0.1030$ on successively finer grids, or about 0.10. This isotropic skeleton conducts well beyond two-thirds porosity.

The converse inference fails as well. Separate cubes with edges of 0.8 period have $f=0.512$, a porosity below one half. They do not conduct, although the sphere formula predicts $s_e/s=0.268$. Porosity alone does not decide connection in either direction.

\section{Connected silicon can still lack carriers}

Conduction through silicon needs an unbroken silicon path, but a connected column must also hold mobile charge. Suppose its surface carries a fixed positive charge of $N_s$ elementary charges per area. Let $R=d/2$ and let $\bar p$ be the mean hole density. With electrons neglected, neutrality per unit length reads
\begin{equation}
2\pi RN_s+\pi R^2\bar p=\pi R^2N_A,
\qquad
1-\frac{\bar p}{N_A}=\frac{2N_s}{N_AR}.
\end{equation}
For $N_s=10^{12}$ cm$^{-2}$ the lost fraction is $2\times10^{12}/(5\times10^{18}\times5\times10^{-6})=8.0\%$. A solution of the Poisson--Boltzmann equation in the column gives the same loss. Hole degeneracy, about a 7\% correction to the Boltzmann relation if the density-of-states mass is taken as $m_e$, alters the band bending but not this count.

At $N_A=2N_s/R=4\times10^{17}$ cm$^{-3}$ the surface charge would balance all the acceptors. Near that doping, the same columns can be connected and yet nearly empty of mobile charge. Below it, the excess positive charge draws in electrons, which this count neglects; their mean density soon approaches $2N_s/R-N_A$.

Rough walls also scatter holes. Let $\lambda$ be the mean free path and let the walls scatter diffusely. A hole moving at angle $\theta$ to the axis contributes to the current in proportion to $\cos^2\theta$, whose mean is $1/3$. If the wall lies a distance $l$ behind it, the fraction $e^{-l/\lambda}$ of this contribution is lost. For $\lambda\ll d$ the wall is locally flat. With $u$ the cosine of the direction to the inward normal, integration over depth gives $\lambda u$, and the azimuthal mean of $\cos^2\theta$ is $(1-u^2)/2$. The perimeter per area is $4/d$, so the relative loss is
\begin{equation}
3\,\frac4d\,\lambda\,\frac12\int_0^1u\,\frac{1-u^2}{2}\,du
=\frac{12\lambda}{d}\,\frac1{16}=\frac{3\lambda}{4d}.
\end{equation}
A conductivity mass of $0.4m_e$ and the thermal mean speed give the estimate $\lambda\approx4$ nm and a loss of about 3\%. Treating the two losses as independent lowers the film conductivity to $15.7\times0.92\times0.97\approx14$ S/cm. The single $\lambda$ is a low estimate, because faster holes carry more of the current. At the same mobility the loss is about 4\% for a constant relaxation time, about 5\% for phonons with screened impurities and 11\% for a relaxation time growing as $E^{3/2}$, which would give 13 S/cm.

\section{Beside a real etched film}

Metal-assisted etching in HF can leave silicon columns of this general kind. The dimensions here are round model values; the doping, mobility and surface charge are rough values for heavily doped p-type material. Full ionization is also an assumption: if some acceptors stay neutral, $s$ is lower at the same mobility, but the geometric ratio $s_e/s$ is unchanged. The 8.0\% hole loss also rests on this assumption; it rises to between about 8.4\% and 11\%, depending on the ionization model. Real columns may lean, taper, break, bundle on drying or become porous inside, and those changes are not included in the 14 S/cm. Contacts matter too: a rough specific resistance of $10^{-6}\ \Omega\,$cm$^2$ at one end adds 16\% to the column resistance, and current spreading from the column ends into a substrate of the same conductivity adds about 0.4\%, a fraction of $d/H=2\%$; it grows in proportion to the resistivity of the substrate.

The other neglected effects are smaller or leave the argument unchanged. For a 4 eV barrier, the tunnelling factor across the 100 nm gap is about $10^{-890}$; the barrier for valence-band states is nearer 5 eV. Thermal emission over a 4 eV barrier, with Boltzmann factor $10^{-67}$, is far larger and still negligible. At 10 mV the axial field is $2\times10^{-5}$ MV/cm, far below silicon's breakdown field of a few tenths of a MV/cm. With both ends held cold and heat conductivity $k=30$ W/(m\,K), the heat equation gives a peak temperature rise $sV^2/(8k)=3.3$ mK. If acoustic phonons limited the mobility, a scattering rate proportional to $T\sqrt{E}$ at carrier energy $E\sim k_BT$ would give $\mu\propto T^{-3/2}$, a factor of 0.79 at 350 K. At this doping ionized impurities dominate the scattering, and the fall is only about 5\%. That changes $s$, but not the geometric ratio $s_e/s=f$. Bulk silicon's anisotropic bands do not change that ratio either, since cubic symmetry makes its low-field conductivity a scalar.

Bruggeman's sphere formula remains a mean-field estimate for structures that resemble its assumptions. To infer disconnection from it, one needs separate evidence about the shape and continuity of the silicon, such as a three-dimensional image built from successive sections, or conduction measured along different directions. A single section can mislead: a plane parallel to the faces of the cubic skeleton, passing between its cross bars, shows only separate squares although the silicon is connected. A missing current is not proof of disconnection by itself, since connected silicon can be depleted of carriers or poorly contacted. The computed values are collected in the numerical output.

\section*{Computed values}
\begin{verbatim}
Column diameter: 100 nm
Column pitch: 200 nm
Column length: 5.0 um
Temperature: 300 K
Acceptor density: 5.0e+18 cm^-3
Hole mobility: 100 cm2/Vs
Silicon fraction of columns: 0.1963
Porosity of columns: 80.37 %
Silicon conductivity: 80.11 S/cm
Column film conductivity, axial: 15.73 S/cm
Resistance of one column: 79.5 kohm
Film resistance times area: 3.179e-05 ohm cm2
Bruggeman formal (3f-1)/2 for columns: -0.2055
Voxel columns, axial s_eff/s: 0.1964
Voxel columns, transverse s_eff/s: 0.0000
Skeleton bar width/period: 0.3
Skeleton silicon fraction: 0.216
Skeleton porosity: 78.4 %
Skeleton lower bound t^2: 0.0900
Skeleton s_eff/s, 10 voxels per half period: 0.1014
Skeleton s_eff/s, 20 voxels per half period: 0.1025
Skeleton s_eff/s, 40 voxels per half period: 0.1030
Isolated cubes, silicon fraction: 0.512
Isolated cubes, solved s_eff/s: 0.0000
Isolated cubes, Bruggeman s_eff/s: 0.2680
Surface charge density: 1.0e+12 cm^-2
Hole loss from surface charge: 8.00 %
Hole loss, Poisson-Boltzmann: 8.00 %
Debye length: 1.83 nm
Surface band bending: 35.6 meV
Critical acceptor density: 4.0e+17 cm^-3
Hole conductivity mass: 0.4 m_e
Hole mean free path: 3.87 nm
Wall scattering loss: 2.90 %
Wall loss, sampled: 2.88 %
Film conductivity after both losses: 14.05 S/cm
Specific contact resistance: 1.0e-06 ohm cm2
Contact/column resistance: 16.0 %
End spreading, order d/length: 2.0 %
Pore liquid conductivity: 0.1 S/cm
Liquid/silicon current: 0.51 %
Bruggeman with liquid: 0.241 S/cm
Tunnel barrier: 4.0 eV
Gap between columns: 100 nm
Tunnelling factor, log10: -890
Hole density/band density: 0.199
Degeneracy correction: 7.0 %
Applied voltage: 10 mV
Axial field: 2.0e-05 MV/cm
Column heat conductivity: 30 W/(m K)
Peak Joule heating: 3.34 mK
Phonon mobility factor at 350 K: 0.794
\end{verbatim}
